# Mott-Schottky depletion at a charged grain boundary and reduced lithium conductivity

Take a lithium-conducting oxide with grains 1000 nm across, and put a positive charge of 45 µC/cm² in each grain-boundary core. The model below gives a lithium-depleted layer only 1.40 nm wide on each side of the core. Yet the two layers together add as much resistance as 602 nm of grain interior, and the conductivity of the ceramic falls to 0.62 of its bulk value. The theorem explains this disproportion. It also shows that the familiar parabolic potential, used at a given core charge, misses more than half of the added resistance.

## Assumptions and conventions

The core is the plane $x=0$. By symmetry it is enough to treat $x>0$.

1. The core carries a fixed sheet charge $Q>0$, has no thickness and adds no resistance of its own.
2. Li$^+$, of charge $+e$ and bulk density $c$, is the one mobile species. The rest of the lattice is a frozen background of charge density $-ec$.
3. The permittivity $\varepsilon$ is constant, and the ions respond to the mean potential $\phi$, with $\phi=0$ in the grain interior.
4. Li$^+$ is dilute on its sites and its mobility does not depend on position.
5. The grains are much wider than the depleted layers.

Let $n(x)$ be the Li$^+$ density divided by $c$. The charge density is $ec(n-1)$, so Poisson's equation reads
$$\phi''=\frac{ec}{\varepsilon}(1-n).$$
The core sends half its flux to each side. Gauss's law therefore gives
$$-\phi'(0^+)=E_0=\frac{Q}{2\varepsilon}.$$
I use the scaled potential $u=e\phi/kT$ and the Debye length $L=\sqrt{\varepsilon kT/(e^2c)}$.

## Lemma 1: the Mott-Schottky profile

*If Li$^+$ is absent for $0<x<\lambda$ and has its bulk density beyond, then*
$$\phi(x)=\phi_{MS}\left(1-\frac{x}{\lambda}\right)^2,\qquad \lambda=\frac{Q}{2ec},\qquad \phi_{MS}=\frac{Q^2}{8\varepsilon ec}.$$

**Proof.** Inside the layer $n=0$ and $\phi''=ec/\varepsilon$. The interior is neutral and free of field, so $\phi'(\lambda)=\phi(\lambda)=0$. Integrating twice from $\lambda$,
$$\phi'=-\frac{ec}{\varepsilon}(\lambda-x),\qquad \phi=\frac{ec}{2\varepsilon}(\lambda-x)^2.$$
At the core $-\phi'(0^+)=ec\lambda/\varepsilon$ must equal $Q/(2\varepsilon)$, which fixes $\lambda$. Then $\phi(0)=ec\lambda^2/(2\varepsilon)$ is the stated $\phi_{MS}$. ∎

The positive core repels Li$^+$ and exposes the negative framework until the two layers balance it: $Q=2ec\lambda$. Define
$$w=\frac{e\phi_{MS}}{kT}=\frac{e^2c\lambda^2}{2\varepsilon kT}=\frac{\lambda^2}{2L^2},\qquad\text{so}\qquad \lambda=L\sqrt{2w}.$$

For the example, take relative permittivity 100, $c=10^{21}$ cm$^{-3}$ and 300 K. Then $L=0.378$ nm, $w=6.902$ and $\lambda=0.378\times\sqrt{13.80}=1.40$ nm. With $kT/e=25.85$ mV, $\phi_{MS}=6.902\times25.85$ mV $=0.178$ V.

## Lemma 2: the barrier with the remaining ions kept

*In equilibrium the barrier $u_0=u(0)$ at the same core charge is the positive root of*
$$u_0-1+e^{-u_0}=w.$$

**Proof.** Equilibrium requires a constant electrochemical potential $\tilde\mu=kT\ln n+e\phi$, with the density-independent part dropped. Since $n=1$ where $\phi=0$, this gives $n=e^{-u}$, and Poisson's equation becomes
$$L^2u''=1-e^{-u}.$$
Multiply by $u'$ and integrate. The constant follows from $u=u'=0$ in the interior:
$$\frac{L^2u'^2}{2}=W(u),\qquad W(u)=u-1+e^{-u}.$$
At the core $u'=-eQ/(2\varepsilon kT)$, so the left side is
$$\frac12\,\frac{\varepsilon kT}{e^2c}\,\frac{e^2Q^2}{4\varepsilon^2(kT)^2}=\frac{Q^2}{8\varepsilon ckT}=w.$$
Because $W'(u)=1-e^{-u}>0$ for $u>0$, the root is unique. ∎

Written as $u_0=w+1-e^{-u_0}$, the lemma says that the barrier exceeds the Mott-Schottky value by less than $kT/e$, and by nearly $kT/e$ when depletion is strong. In the example $u_0=7.902$, or 0.204 V.

The sign of the shift has a simple electrostatic origin. Integration by parts gives
$$\phi(0)=\int_0^\infty x\phi''\,dx=\frac{ec}{\varepsilon}\int_0^\infty x(1-n)\,dx.$$
The total exposed charge is fixed by $Q$, and its density cannot exceed $ec$. Packing it as close to the core as possible, which is full depletion, makes this integral smallest. Thermal smearing moves charge outward and raises the barrier.

The shift persists inside the layer. Integrating Poisson's equation from the core gives
$$-Lu'=\sqrt{2w}-\frac{x}{L}+\eta,\qquad \eta=\frac1L\int_0^x n\,dx'.$$
Let $p=(\sqrt{2w}-x/L)/\sqrt2$, so that $p^2=w(1-x/\lambda)^2$ is the scaled parabola. Squaring and halving, $W=p^2+\sqrt2\,p\eta+\eta^2/2$, and hence
$$u=p^2+1-e^{-u}+\sqrt2\,p\eta+\frac{\eta^2}{2}.$$
Since $n$ rises with $x$, $\eta\le(x/L)e^{-u(x)}$. Where depletion is strong all the corrections are small, and the true curve lies one $kT/e$ above the parabola. At $x=0.351$ nm the values are 126.2 and 100.4 mV, a difference of 25.8 mV. At the nominal edge, 1.404 nm, the parabola has reached zero while the true potential is still 15.5 mV.

## Lemma 3: from potential to resistance

*For a small steady current, the two layers add the area resistance*
$$R=2\rho_b\int_0^\infty\left(e^u-1\right)dx,$$
*where $\rho_b=1/\sigma_b$ is the bulk resistivity.*

**Proof.** The current density is $J=-(\sigma/e)\,d\tilde\mu/dx$. With constant mobility, $\sigma=\sigma_bn$. In the steady state $J$ is independent of $x$, so the fall of $\tilde\mu/e$ across a region is $J\int dx/\sigma$. This fall is already of first order in $J$. To that order $\sigma$ may be evaluated with the equilibrium density, which gives the local resistivity $\rho_be^u$. Subtract what the same thickness of bulk would contribute, and double for the two sides. The integral converges because far from the core $L^2u''\approx u$, so $u$ decays as $e^{-x/L}$. ∎

The potential hill does not drive a current by itself, since in equilibrium diffusion balances it. It raises the resistance by removing carriers. At the core, $n=e^{-7.902}=3.7\times10^{-4}$.

## Theorem

*Under assumptions 1 to 5, and in linear response, $R=2\rho_bL\,S(w)$ with*
$$S(w)=\sqrt2\,e^{1+w}F(\sqrt w)-\delta,\qquad \sqrt{2w}\le\delta\le(e-1)\sqrt{2w}.$$
*Here $F(s)=e^{-s^2}\int_0^s e^{t^2}dt$ is the Dawson function. In the bounds and in $e^{1+w}$, $e=2.718\ldots$ is the base of natural logarithms.*

**Proof.** The potential falls away from the core, so Lemma 2 gives $dx=-L\,du/\sqrt{2W}$. Lemma 3 becomes
$$S=\int_0^{u_0}\frac{e^u-1}{\sqrt{2W}}\,du.$$
Now use $W$ as the variable. Since $dW=(1-e^{-u})du$,
$$(e^u-1)\,du=e^u(1-e^{-u})\,du=e^u\,dW,$$
and therefore
$$S=\int_0^w\frac{e^{u}}{\sqrt{2W}}\,dW .$$
Put $z=e^{-u}$, so that $0<z\le1$. The definition of $W$ gives $W+1=u+z$, hence $e^{W+1}=e^z/z$ and
$$e^{W+1}-e^u=\frac{e^z-1}{z}=1+\frac z2+\frac{z^2}{6}+\cdots$$
This rises with $z$ from 1 to $e-1$. Replacing $e^u$ by $e^{W+1}$ in $S$ thus overestimates it by
$$\delta=\int_0^w\frac{e^z-1}{z}\,\frac{dW}{\sqrt{2W}}.$$
Since $\int_0^w dW/\sqrt{2W}=\sqrt{2w}$, the bounds on $\delta$ follow. In the main term set $W=s^2$, with $dW=2s\,ds$ and $\sqrt{2W}=\sqrt2\,s$:
$$\int_0^w\frac{e^{W+1}}{\sqrt{2W}}\,dW=\sqrt2\,e\int_0^{\sqrt w}e^{s^2}ds=\sqrt2\,e^{1+w}F(\sqrt w).\qquad ∎$$

In the example $F(\sqrt w)=0.2094$. The main term is 800.4 and $\delta=4.2$, inside its bounds of 3.7 and 6.4, so $S=796$. A separate numerical solution of the coupled Poisson and drift-diffusion equations, for the same $w$ and a total drop of about $0.02\,kT/e$, also gives 796.

## Corollary 1: the error of full depletion

*At the same core charge, the resistance computed from the parabola is too small by a factor of at least $e$. The factor tends to $e$ for strong depletion.*

**Proof.** Put the parabola into Lemma 3, stop at $\lambda$, and substitute $s=\sqrt w(1-x/\lambda)$, so that $dx=-\sqrt2\,L\,ds$. This gives
$$S_{MS}=\sqrt2\,e^wF(\sqrt w)-\sqrt{2w}.$$
Subtracting $e$ times this from the theorem leaves
$$S-eS_{MS}=e\sqrt{2w}-\delta\ge\sqrt{2w}>0.$$
The difference is at most $(e-1)\sqrt{2w}$, while $S_{MS}$ grows exponentially with $w$, so the ratio tends to $e$. ∎

Here $S_{MS}=291$ and the ratio is 2.74. A potential error of one $kT/e$ looks modest on a plot of the barrier, but resistance depends on its exponential.

## Corollary 2: strong and weak depletion

For large $s$, the identity $F'=1-2sF$ gives first $F\approx1/(2s)$. Putting $F'\approx-1/(2s^2)$ back gives
$$F\approx\frac{1}{2s}\left(1+\frac{1}{2s^2}\right).$$
To leading order, with $u_0\approx w+1$,
$$S\approx\frac{e^{u_0}}{\sqrt{2w}},\qquad R\approx2\,\frac{kT}{eE_0}\,\rho_b\,e^{u_0}.$$
The second form uses $eE_0L/kT=\sqrt{2w}$. The resistance is that of two slabs with the resistivity found at the core, each as thick as the distance over which the potential falls by $kT/e$. That distance is 0.10 nm here, far less than $\lambda$. The leading form gives 0.91 of the full $S$; the first correction, $1/(2w)=0.07$, accounts for most of the gap.

For small $w$, expansion gives $W\approx u^2/2$, so $u_0\approx\sqrt{2w}$, which is much larger than $w$. The Mott-Schottky barrier then fails badly. With $e^u\approx1$ in the integral for $S$, one finds $S\approx\sqrt{2w}$ and
$$R\approx2\rho_b\lambda=\rho_b\frac{Q}{ec}.$$
The added resistance is then simply proportional to the number of missing ions.

## Corollary 3: conductivity of the ceramic

Model the ceramic as cubes of side $d$, with the current crossing one boundary per length $d$. The resistance of one period is $\rho_bd+R$ per unit area, so
$$\sigma_{\rm eff}=\frac{\sigma_b}{1+R\sigma_b/d}.$$
In the example $R\sigma_b=2\times0.378\times796\approx602$ nm and $\sigma_{\rm eff}/\sigma_b=1/(1+0.602)=0.624$. With $\sigma_b=10^{-4}$ S/cm this means
$$\sigma_{\rm eff}=6.2\times10^{-5}\ \text{S/cm},\qquad R=\frac{602\times10^{-7}\ \text{cm}}{10^{-4}\ \text{S/cm}}=0.60\ \Omega\,\text{cm}^2 .$$
At 1 mA/cm² each boundary takes 0.60 mV, well below $kT/e$, so linear response is justified there.

The core charge matters greatly. From $R\propto e^{1+w}/\sqrt{2w}$ and $w\propto Q^2$, at fixed $T$, $\varepsilon$ and $c$,
$$\frac{d\ln R}{d\ln Q}\approx2w-1\approx13 .$$
Going from 40 to 50 µC/cm² lowers $\sigma_{\rm eff}/\sigma_b$ from 0.86 to 0.27.

**Reading a barrier from a resistance.** Averaged over the layers, the resistivity is $1+602/(2\times1.404)\approx215$ times the bulk value. Call this average $\rho_{gb}$. Under full depletion $\rho_{gb}/\rho_b=1+S_{MS}/\sqrt{2w}=e^wF(\sqrt w)/\sqrt w$, which for large $w$ is $e^w/(2w)$. Read as a rule for an unknown barrier $u$, $\rho_{gb}/\rho_b=e^u/(2u)$, it turns the ratio 215 into 0.211 V. That is close to the true barrier, 0.204 V, and well above $\phi_{MS}=0.178$ V. The reason is that the ratio is $1+S/\sqrt{2w}\approx e^{u_0}/(2w)$, whose exponent is the true barrier. Within this model, and for strong depletion, the rule is thus fair for inferring $u_0$ from resistance. In a real boundary it would also count any structural resistance of the core as barrier. Inserting the $\phi_{MS}$ calculated from $Q$ brings back the factor near $e$.

## Corollary 4: temperature dependence

Hold $Q$, $\varepsilon$ and $c$ fixed. Then $\phi_{MS}$ is constant, $w\propto1/kT$ and $L\propto(1/kT)^{-1/2}$. Neglecting $\delta$,
$$\ln\frac{R}{\rho_b}=\text{const}+\ln L+w+\ln F(\sqrt w).$$
Differentiate with respect to $\ln(1/kT)$, which acts on functions of $w$ as $w\,d/dw$:
$$-\frac12+w+\frac{\sqrt w}{2}\,\frac{1-2\sqrt wF}{F}=\frac12\left(\frac{\sqrt w}{F}-1\right).$$
The Arrhenius slope of $R/\rho_b$ is $kT$ times this, which tends to $e\phi_{MS}-kT$ for large $w$. In the example it is 0.149 eV; numerical differentiation with $\delta$ included gives 0.150 eV. Both lie about 0.05 eV below the true barrier. One $kT$ is lost because the barrier excess over $\phi_{MS}$ is itself proportional to $T$ and drops out of the slope. Roughly another is lost because the resistive slab, of thickness $kT/(eE_0)$, widens on heating. At 350 K the excess equals 266 nm of bulk.

## The real material and the limits of the model

The inputs are rough values modelled on lanthanum lithium titanate perovskite, Li$_{3x}$La$_{2/3-x}$TiO$_3$. The density used is about 0.06 Li per cell, or $x\approx0.02$, which is leaner than the compositions usually reported as single-phase, so the example is not a particular known compound. The best-conducting compositions hold several times more lithium, and at fixed $Q$ and $\varepsilon$ a larger $c$ lowers $w$. Doubling $c$ already cuts the added resistance from 602 nm to about 20 nm of grain interior. The example therefore does not account for the boundary resistance of those compositions, unless their core charge is larger or their permittivity smaller. The core charge is chosen, not measured. Real boundaries also have a structural resistance in the core, which is omitted here and whose size this model cannot supply.

The following estimates each change one assumption and hold $Q$ fixed unless stated.

- **Dielectric saturation.** The core field, 2.5 MV/cm, is high for such an oxide. Taking $E=D/\varepsilon+\beta D^3$, where $D$ is the electric displacement and $\beta=8\times10^9$ V m$^5$/C$^3$ is a rough coefficient of strontium-titanate size, raises the barrier to 0.236 V and $R$ by a factor of 2.6. If the barrier is held fixed instead, $R$ changes by a factor of only 0.84.
- **Site exclusion.** Li$^+$ fills about 0.17 of its available sites. Allowing one ion per site, and jumps only into empty sites, multiplies $R$ by 0.76.
- **Discrete planes.** The layer spans 3.6 lattice spacings, and the resistive slab is thinner than one jump. A chain of planes 0.39 nm apart, one of them at the core, gives nearly the same barrier, 0.203 V, and 0.69 of the resistance when each jump barrier shifts with the mean potential of the two planes; if it shifted with the higher of the two, the factor would be about 3.5. This factor depends on where the planes sit: with the core midway between two planes it can be 0.4 or 2, according to the barrier assumed for the jump across the core.
- **Ion correlation.** The Coulomb energy of two ions separated by $(3/4\pi c)^{1/3}$, the radius of a sphere that holds one ion on average, is $0.90\,kT$. Mean-field theory is therefore not well controlled, and the resulting shift is not computed.
- **Side boundaries.** Depleted layers parallel to the current occupy about 0.6% of the cross-section.

The figure of 0.62 is thus a model estimate. In the step from core charge to barrier, saturation alone changes $R$ more than twofold. Knowing the barrier does not remove the uncertainty: at fixed barrier, saturation, site exclusion and discrete planes with one at the core each lower $R$, by factors of 0.84, 0.70 and 0.71, and together they leave about 0.4 of it. With the core midway between two planes, the same three effects give about 0.2 or 1.3, again according to the barrier assumed for the jump across the core, so even the direction of the net change is not fixed.

## Values computed for the example and the checks

```
Input: T = 300 K, relative permittivity = 100
Input: Li density = 1.0e+21 cm^-3, core charge = 45.0 uC/cm2
Input: grain = 1000 nm, bulk sigma = 1.0e-04 S/cm
Thermal voltage kT/e = 25.85 mV
Core charge number = 2.81 e/nm2
Debye length L = 0.378 nm
Depletion width per side = 1.404 nm
Field at core = 2.54 MV/cm
Length kT/(e E0) = 0.102 nm
w = 6.902; full-depletion barrier = 0.1784 V
u0 = 7.902; full barrier = 0.2043 V
Li density at core / bulk = 3.70e-04
x = 0.000 nm: parabola 178.4 mV, full 204.3 mV
x = 0.351 nm: parabola 100.4 mV, full 126.2 mV
x = 0.702 nm: parabola 44.6 mV, full 70.2 mV
x = 1.053 nm: parabola 11.2 mV, full 34.7 mV
x = 1.404 nm: parabola 0.0 mV, full 15.5 mV
Dawson F(sqrt w) = 0.2094
Dawson term, one side = 800.4; delta = 4.19
Bounds on delta = 3.72 to 6.38
Excess, one side, quadrature = 796.3 rho_b L
Excess, one side, drift-diffusion = 796.2 rho_b L
Excess, one side, full depletion = 290.8 rho_b L
Quadrature / full depletion = 2.739
Strong-depletion estimate / quadrature = 0.913
Excess as bulk length, both sides = 602 nm
Excess area resistance = 0.602 ohm cm2
Layer-averaged resistivity / bulk = 215.3
Barrier read by exp(u)/(2u) rule = 0.2111 V
Effective conductivity = 6.24e-05 S/cm
Effective / bulk conductivity = 0.624
Q = 30 uC/cm2: barrier 0.105 V, eff/bulk 0.980
Q = 40 uC/cm2: barrier 0.167 V, eff/bulk 0.860
Q = 50 uC/cm2: barrier 0.246 V, eff/bulk 0.272
Q = 55 uC/cm2: barrier 0.292 V, eff/bulk 0.065
Arrhenius slope of R/rho_b, numeric = 0.1500 eV
Arrhenius slope, closed form = 0.1492 eV
Neglected: Li site occupancy = 0.168; R ratio = 0.76
Neglected: saturation coefficient (rough) = 8.0e+09 V m5/C3
  barrier with saturation = 0.236 V
  R ratio at same charge = 2.56
  R ratio at same barrier = 0.84
Neglected: planes, spacing 0.39 nm; width/spacing = 3.6
  chain barrier = 0.203 V; R ratio = 0.69
Neglected: ion coupling parameter = 0.90
Neglected: side-boundary area fraction = 0.0056
Bias per boundary at 1 mA/cm2 = 0.60 mV
Excess as bulk length at 350 K = 266 nm
```
